\section*{Can creeping gas flow recirculate in a sharp reactor corner?}

\section*{Question}

An atomic layer deposition reactor has a long groove where two walls meet at $90^\circ$. The groove is 20 mm deep, measured from the apex to its mouth, and nitrogen at 1 Torr and 473 K slides past the mouth at about 50 cm/s. I estimate a Reynolds number of 0.4. Since inertia is weak, I expected the gas to follow the walls smoothly, with no recirculation. Is that right, and would slowing the flow further make it safer? If there are eddies, do they hold precursor back during the purge?

\section*{Answer}

A low Reynolds number does not rule out recirculation. It removes inertia from the momentum balance, but viscosity and pressure with fixed walls can produce closed streamlines by themselves. Whether such eddies delay a purge is a separate question, which depends on diffusion.

\subsection*{The flow near the apex}

Take steady, incompressible, isothermal, two-dimensional flow between no-slip walls at $\theta=\pm\alpha$, driven from outside the corner. Let $\rho$ be the density and $\nu$ the kinematic viscosity. Without inertia, $\rho\nu\nabla^2\mathbf u=\nabla p$. Define a streamfunction by
\begin{equation}
u_r=\frac1r\frac{\partial\psi}{\partial\theta},\qquad
u_\theta=-\frac{\partial\psi}{\partial r}.
\end{equation}
This satisfies incompressibility, and the vorticity is $-\nabla^2\psi$. The curl of the momentum equation removes the pressure and leaves $\nabla^4\psi=0$.

The corner has no length of its own, so try $\psi=r^{\mu+1}f(\theta)$. One Laplacian gives
\begin{equation}
\nabla^2\psi=r^{\mu-1}\left[f''+(\mu+1)^2f\right].
\end{equation}
The second acts on a function with radial power $\mu-1$, so
\begin{equation}
\left[\frac{d^2}{d\theta^2}+(\mu-1)^2\right]
\left[\frac{d^2}{d\theta^2}+(\mu+1)^2\right]f=0.
\end{equation}
The walls require $f=f'=0$ at $\pm\alpha$. We need $\operatorname{Re}\mu>0$, so that the velocity, which scales as $r^\mu$, vanishes at the apex.

For $\psi$ even about the bisector, $f=A\cos(\mu+1)\theta+B\cos(\mu-1)\theta$. Write $a=(\mu+1)\alpha$ and $b=(\mu-1)\alpha$. The wall conditions are
\begin{align}
A\cos a+B\cos b&=0,\\
A(\mu+1)\sin a+B(\mu-1)\sin b&=0.
\end{align}
A non-zero solution needs a vanishing determinant:
\begin{align}
0&=(\mu-1)\cos a\sin b-(\mu+1)\sin a\cos b\nonumber\\
&=-\mu\sin(a-b)-\sin(a+b).
\end{align}
Since $a-b=2\alpha$ and $a+b=2\mu\alpha$,
\begin{equation}
\sin2\mu\alpha+\mu\sin2\alpha=0. \label{even}
\end{equation}
For odd $\psi$, replacing the cosines by sines gives the determinant
\begin{align}
0&=(\mu-1)\sin a\cos b-(\mu+1)\cos a\sin b\nonumber\\
&=\mu\sin2\alpha-\sin2\mu\alpha. \label{odd}
\end{align}

\subsection*{Why there is a critical angle}

Let $\beta=2\alpha$ be the full angle, with $0<\beta<\pi$, and put $x=\beta\mu$. Equation (\ref{even}) becomes
\begin{equation}
\frac{\sin x}{x}=-\frac{\sin\beta}{\beta}.
\end{equation}
For real positive $x$, the left side is stationary where $\tan x=x$. There its magnitude is $|\cos x|=1/\sqrt{1+x^2}$, which falls from one stationary point to the next. The lowest value is therefore at the first positive root, $x=4.493$, and equals $-0.2172$. A real exponent needs $\sin\beta/\beta\le0.2172$. As $\sin\beta/\beta$ decreases on this interval, the threshold is a single angle, $\beta_c=146.3^\circ$.

The odd family offers no real alternative below $\beta_c$. Its equation is $\sin x/x=\sin\beta/\beta$, whose right side then exceeds $0.2172$. For $x>\pi$ the left side never rises that high. For $0<x<\pi$ it is monotonic, so the one root is $x=\beta$, or $\mu=1$. This root is spurious: $\sin(\mu-1)\theta$ vanishes identically and must be replaced by $\theta$. With $f=C\sin2\theta+E\theta$, the walls give $C\sin\beta+E\beta/2=0$ and $2C\cos\beta+E=0$, hence $\tan\beta=\beta$. That has no solution for $0<\beta<\pi$.

Below $\beta_c$, then, all admissible exponents are complex.

\subsection*{From a complex exponent to eddies}

Write $\mu=\xi+i\eta$ with $\eta>0$, and suppose the leading even mode has a non-zero amplitude. On the bisector,
\begin{equation}
u_\theta=K r^\xi\cos(\eta\ln r+\varphi), \label{velocity}
\end{equation}
where $K$ and $\varphi$ are set by the outer flow. The factor $f(0)=A+B$ cannot vanish here. If it did, the first wall condition would give $\cos a=\cos b$, so $\sin\mu\alpha\,\sin\alpha=0$, which requires real $\mu$.

As $r\to0$, $\ln r\to-\infty$, and the velocity reverses infinitely often. The streamfunction on the bisector oscillates in $\ln r$ with the same period. Its zeros mark the dividing streamlines between counter-rotating eddies. Advancing the phase by $\pi$ gives
\begin{equation}
\frac{r_n}{r_{n+1}}=e^{\pi/\eta},\qquad
\frac{|u_n|}{|u_{n+1}|}=e^{\pi\xi/\eta},
\end{equation}
where $u_n$ is the bisector speed at dividing line $n$. The roots of (\ref{even}) with the smallest $\xi$ are:

\begin{center}
\begin{tabular}{rcccc}
$\beta$ & $\xi$ & $\eta$ & size ratio & speed ratio\\
$30^\circ$ & 8.063 & 4.203 & 2.11 & 414.5\\
$60^\circ$ & 4.059 & 1.952 & 5.00 & 687.5\\
$90^\circ$ & 2.740 & 1.119 & 16.6 & 2190\\
$120^\circ$ & 2.094 & 0.605 & 181 & $5.3\times10^4$\\
$140^\circ$ & 1.827 & 0.262 & $1.6\times10^5$ & $3.3\times10^9$
\end{tabular}
\end{center}

Two limits explain the trend. As $\beta\to0$, $\sin x/x\to-1$, so $x$ tends to a fixed complex number and $\eta\propto1/\beta$. Neighbouring eddies become equal in size, as in a nearly parallel channel, while the speed ratio tends to a constant. As $\beta\to\beta_c$ from below, $\eta\to0$ and both ratios diverge. The sequence is still infinite, but the next eddy lies far deeper in the corner.

A purely odd disturbance also produces eddies, in mirror-image pairs. At $90^\circ$ its leading exponent has $\xi=4.81$, so it fades faster towards the apex than the even mode.

Slowing the flow does not help. The Stokes equations are linear: with the shape of the driving flow held fixed, halving its speed halves every velocity and leaves every dividing line in place. Also, the local Reynolds number $ru/\nu$ scales as $r^{\xi+1}$, so inertia becomes weaker towards the apex.

\subsection*{Your groove}

I model the mouth as an arc of radius $L=20$ mm with prescribed tangential speed $U(1-\theta^2/\alpha^2)^2$, $U=50$ cm/s, and no flow across it. The mouth is then itself a streamline, so the main recirculation in the pocket is built into the model. The smaller corner eddies are not. I solved the two-dimensional Stokes equation numerically without assuming a power law, closing the apex with a tiny no-slip arc at $r=e^{-11}L$.

The first dividing line crosses the bisector at $r_1=1.17$ mm, where the speed is 0.223 mm/s. The next is at
\begin{equation}
r_2\simeq\frac{1.168\ \mathrm{mm}}{16.57}=0.0705\ \mathrm{mm},
\end{equation}
with a speed of $0.223/2189=1.02\times10^{-4}$ mm/s. Between lines 2 and 3 the solution gives ratios of 16.57 in size and 2189 in speed, in agreement with the exponent. The same calculation at $160^\circ$, above the threshold, shows no dividing line on the bisector down to $r=e^{-8}L$.

The infinite sequence does not survive in the gas. With rough values of 25 $\mu$Pa\,s for the viscosity and 28.01 atomic mass units for the molecular mass $m$, the mean free path is
\begin{equation}
\ell=\frac{\rho\nu}{p}\sqrt{\frac{\pi k_{\mathrm B}T}{2m}}=88\ \mu\mathrm m.
\end{equation}
Thus $\ell/r_1=0.075$, but $\ell/r_2=1.25$. If continuum flow is taken to need $r>10\ell$, line 1 barely qualifies and line 2 does not. Letting the gas slip at the walls, with a slip length of one free path, moves line 1 in by about 12\%, to 1.0 mm, and removes line 2. Even the first corner eddy extends into a region where no-slip Stokes flow is unreliable. The closed mouth matters too. In an open groove the stream can dip far below the mouth, which confines the recirculation to a much smaller region near the apex. In isothermal Stokes flow under a channel 1 to 60 mm high, at a mean speed of 50 cm/s, the stream separates about 2 to 7 mm from the apex. The eddy below that line is itself a corner eddy, and its outer boundary passes the free-path test; the next dividing line, about 16.6 times deeper, does not. One weak eddy is therefore to be expected if the walls are at uniform temperature, but its size depends on the channel above, so the closed model does not fix it and says nothing dependable about smaller ones.

\subsection*{Do the eddies hold precursor back?}

Let $c$ be the precursor concentration and $D$ its diffusivity. Suppose the passing gas keeps $c=0$ at the mouth, and the walls neither adsorb nor release vapour. Then $\partial_tc+\mathbf u\cdot\nabla c=D\nabla^2c$, with zero normal gradient at the walls. Multiply by $c$ and integrate over the pocket. The flow term is
\begin{equation}
\int c\,\mathbf u\cdot\nabla c\,dS
=\frac12\int\nabla\cdot(\mathbf u c^2)\,dS=0,
\end{equation}
because $\nabla\cdot\mathbf u=0$ and no gas crosses the boundary. Integrating the diffusion term by parts, with no boundary contribution since either $c$ or its normal gradient vanishes there, gives
\begin{equation}
\frac{d}{dt}\int c^2dS=-2D\int|\nabla c|^2dS
\le-2\sigma_0\int c^2dS. \label{purge}
\end{equation}
Here $\sigma_0$ is the slowest decay rate in stagnant gas, which is the minimum of $D\int|\nabla c|^2dS/\int c^2dS$ for functions vanishing at the mouth. In this closed-pocket model, eddies therefore cannot make the slowest decay slower than in stagnant gas. A flow passing through the pocket could still clear it faster.

For the sector, the slowest stagnant mode is $J_0(j_{01}r/L)$, where $j_{01}$ is the first zero of $J_0$. It has no angular variation and so satisfies the wall condition; modes with angular variation involve higher-order Bessel functions, whose first zeros are larger. Hence $\sigma_0=j_{01}^2D/L^2$. With a rough $D=150$ cm$^2$/s,
\begin{equation}
\frac1{\sigma_0}=\frac{(2\ \mathrm{cm})^2}{5.783\times150\ \mathrm{cm^2/s}}
=4.6\ \mathrm{ms}.
\end{equation}
A flat mouth at the same depth would raise this to 5.4 ms. If the mouth is held clean, a fall by $10^6$ in the sector takes $4.61\ln10^6=64$ ms; vapour lingering outside the mouth makes it longer. The corner eddy's turnover scale, $r_1/u_1$, is 5.2 s, but this does not set the purge time. Its P\'eclet number $u_1r_1/D$ is $1.7\times10^{-5}$, so vapour diffuses across it long before the gas turns over.

Including the computed flow changes the slowest decay rate by less than $0.1\%$ at your mouth P\'eclet number, $UL/D=0.67$. Keeping the same flow pattern but setting that number to 100 makes the rate more than three times the stagnant value. This second case illustrates the transport equation; it is not a prediction for your gas at higher speed, where inertia would alter the flow.

\subsection*{What a real reactor changes}

The pressure, temperature and gas properties are rough values for a viscous-flow deposition reactor. Several omissions matter:

\begin{itemize}
\item \textbf{Wall temperature.} A temperature gradient along a wall drives thermal creep, of order $0.75\,\nu\Delta T/(TL)$. This is 2.1 mm/s for 1 K across the pocket, so about 0.1 K matches the speed at line 1. The weak corner eddy could easily be rearranged. For buoyancy, $gL^2\Delta T/(T\nu)$ is 0.3 mm/s for 1 K, but this is only an upper scale: drag from the nearby walls keeps the actual speed far below it.
\item \textbf{Geometry and timing.} A fillet removes the sharp apex and ends the infinite sequence. The first corner eddy can survive a small fillet, but not one that fills the corner out to line 1. If the carrier flow is pulsed, its start-up is also left out. The scale $L^2/\nu=15$ ms is a generous upper estimate for the pocket, where the no-slip walls damp transients in a small fraction of that time. Inertia at the mouth Reynolds number of 0.38 is also left out. Reversing the drive mirrors the flow about the bisector, so the shift of line 1 there begins only at second order in that number.
\item \textbf{Adsorption.} Sticky precursors can leave the walls slowly, which lengthens the purge further. Even for fast, reversible adsorption of an amount $Hc$ per unit wall area, the two walls store $2LHc$ per unit groove length, against $\pi L^2c/4$ in the gas at uniform $c$. At $H=\pi L/8$ the inventory at uniform $c$ doubles. The purge time grows by more, because the wall store lies nearer the apex on average. In stagnant gas the slowest rate is now the minimum of $D\int|\nabla c|^2dS/(\int c^2dS+H\int c^2d\ell_w)$, where $\ell_w$ is length along the walls. The trial function $1-r/L$ gives $(\pi D/4)/(\pi L^2/24+\pi L^2/12)=2D/L^2$, which is an upper bound on that rate, so the time constant is at least $5.783/2=2.9$ times its value without adsorption. Slow desorption can lengthen it much further.
\end{itemize}

For this groove, reducing the speed is therefore no cure for recirculation, and recirculation alone is no evidence of a slow purge. The 64 ms does assume clean gas at the mouth, which so slow a stream cannot guarantee: vapour leaving the groove also diffuses upstream and lingers in the channel. For uniform flow along a long channel, writing $c=e^{Ux/2D}w$ turns $\partial_tc+U\partial_xc=D\partial_x^2c$ into $\partial_tw=D\partial_x^2w-(U^2/4D)w$. In such a channel the decay time can approach $4D/U^2=0.24$ s, and the extra volume of the groove lengthens it by an amount set by the channel height. For a channel 60 cm long at this mean speed, the increase is about 10\% if the channel is 20 mm high, 60\% if it is 5 mm high, and more than fourfold, to about 1 s, if it is 1 mm high. A fall by $10^6$ may therefore take from a few seconds to over ten, and slowing the flow makes it longer still. If precursor persists well beyond that, wall release is a more promising suspect than the corner eddy. The computed values for the closed no-slip pocket are listed in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Minimum of sin(x)/x: -0.21723 at x = 4.49341 rad
Critical full angle, formula: 146.309 deg
Critical full angle, eigenproblem: 146.308 deg
Angle 30 deg: xi=8.0630, eta=4.2029, size ratio=2.112, speed ratio=414.5
Angle 60 deg: xi=4.0593, eta=1.9520, size ratio=5, speed ratio=687.5
Angle 90 deg: xi=2.7396, eta=1.1190, size ratio=16.57, speed ratio=2189
Angle 120 deg: xi=2.0941, eta=0.6046, size ratio=180.6, speed ratio=5.32e+04
Angle 140 deg: xi=1.8269, eta=0.2617, size ratio=1.635e+05, speed ratio=3.346e+09
90 deg, leading odd mode: xi=4.8083, eta=1.4639
Full flow, 90 deg: size ratio, lines 2 to 3 = 16.567
Full flow, 90 deg: speed ratio, lines 2 to 3 = 2189.0
Full flow, 160 deg: dividing lines found = 0
Pocket radius: 20.0 mm; mouth speed: 50.0 cm/s
Pressure: 1.0 Torr; temperature: 473 K
Rough viscosity: 25.0 uPa s
Rough precursor diffusivity: 150 cm2/s
Gas density: 0.9496 g/m3
Kinematic viscosity: 263.3 cm2/s
Mean free path: 88.1 um
Mouth Reynolds number: 0.380; Peclet number: 0.667
Dividing line 1: radius=1.168 mm, speed=0.2232 mm/s, free path/radius=0.0754
Dividing line 2: radius=0.07052 mm, speed=0.000102 mm/s, free path/radius=1.25
Dividing line 3: radius=0.004256 mm, speed=4.658e-08 mm/s, free path/radius=20.7
Computed dividing lines with radius > 10 free paths: 1
Corner-eddy Reynolds number: 9.91e-06
Corner-eddy Peclet number: 1.74e-05
Corner-eddy turnover scale r/speed: 5.23 s
Stagnant purge rate, Bessel formula: 5.7832 D/L2
Stagnant purge rate, finite volumes: 5.7793 D/L2
Purge-rate gain from example flow: 0.0341 %
Purge-rate gain at Peclet 100: 252.80 %
Slowest-mode purge time constant: 4.611 ms
Time for slowest mode to fall by 1e6: 63.7 ms
Viscous start-up scale L2/nu: 15.19 ms
Thermal creep for 1 K along wall: 2.087 mm/s
Buoyancy upper scale for 1 K: 0.315 mm/s
Wall difference with creep = line-1 speed: 0.107 K
\end{verbatim}
